# Why Silicon Contracts on Heating in Part of the Cryogenic Range

Suppose the thermal stress in a cooled silicon chip is calculated with the familiar picture of expansion: a bond is easier to stretch than to compress, so hotter atoms sit farther apart. The calculation then has the wrong sign for silicon's own length change between roughly 20 K and 120 K, where silicon shrinks on heating. The picture follows atoms moving along their bonds. Atoms also move sideways to their bonds, and stretching the crystal puts the bonds under a tension that resists this motion. In the silicon-like model below, this second effect prevails in part of that temperature range.

A short explanation is that transverse acoustic (TA) modes with negative Grüneisen parameters dominate the thermal pressure. Two corrections are needed. What matters is how the thermal pressure changes with temperature, not its sign. And not all TA modes have negative parameters: averaged over the long acoustic waves, the only ones excited near absolute zero, the parameter is positive, which is why the contraction does not continue down to absolute zero.

## What decides the sign

Take a perfect diamond lattice at zero external pressure, with bond length $r$ and two atoms in a cell of volume $V\propto r^3$. Hartree atomic units are used, so $\hbar=1$. In the quasiharmonic approximation the vibrations are harmonic at each volume, with frequencies $\omega_i$ that depend on volume. The free energy per cell is

$$F=E(r)+k_BT\sum_i\ln\left(1-e^{-\omega_i/k_BT}\right),$$

where $\sum_i$ sums over the six branches and averages over wavevectors. The zero-point energy is regarded as part of $E$, so the minimum $r_0$ of $E$ is the bond length at 0 K. Below, $E$ is modelled by bond energies with their minimum at $r_0$, which neglects the bond tension caused by zero-point motion.

Define the Grüneisen parameter $\gamma_i=-d\ln\omega_i/d\ln V$. Since $\ln V=3\ln r+\text{const}$, we have $d\ln\omega_i/d\ln r=-3\gamma_i$. The derivative of each logarithmic term with respect to $\omega_i$ is the Bose occupation $n_i$. With the thermal energy $\varepsilon_i=\omega_in_i$, the vibrational part of $dF/d\ln r$ is therefore $-3\sum_i\gamma_i\varepsilon_i$.

For the static part let $x=\ln(r/r_0)$. There are four bonds per cell, each of energy $\phi(r)$ and stiffness $k=\phi''(r_0)$. To second order $E=4\cdot\tfrac12k(r_0x)^2=2kr_0^2x^2$, with derivative $4kr_0^2x$. The bulk modulus $B$ follows from

$$BV=\frac{d^2E}{d(\ln V)^2}=\frac19\frac{d^2E}{dx^2}=\frac{4kr_0^2}{9}.$$

Setting $dF/dx=0$ gives $4kr_0^2x=3\sum_i\gamma_i\varepsilon_i$. Because $4kr_0^2=9BV$,

$$x=\frac{\sum_i\gamma_i\varepsilon_i}{3BV},\qquad \alpha=\frac{dx}{dT}=\frac{\sum_i\gamma_ic_i}{3BV},\qquad c_i=\frac{d\varepsilon_i}{dT}.$$

With $\gamma_i$ and $\varepsilon_i$ taken at $r_0$, this is the leading order in the thermal energy. The thermal pressure is $P=\sum_i\gamma_i\varepsilon_i/V$, so $\alpha$ has the sign of $\partial P/\partial T$ at fixed volume. In this approximation the crystal contracts on heating when the modes being excited have, weighted by heat capacity, a negative average $\gamma$. A mode has negative $\gamma$ when its frequency rises as the crystal is stretched.

## A lattice in which the forces can be separated

To see why stretching should raise a frequency, give the crystal three kinds of energy. Each bond has a Morse energy $\phi$. Each angle $\theta$ between bonds of lengths $l_1,l_2$ enters through

$$s=\left(\frac{r_0^2}{l_1l_2}\right)^{p/4}\left(\cos\theta+\tfrac13\right)$$

with energy $\tfrac12\kappa r_0^2s^2$. The power $p$ states how fast the bending stiffness falls as bonds lengthen. Finally, two bond directions define a planar zigzag chain of atoms, and neighbouring angles $s,s'$ in such a chain are coupled by $\kappa' r_0^2ss'$.

Let $\mathbf n$ be the direction of a bond and $\mathbf d$ the relative displacement of its ends. To second order the bond length changes by $\mathbf n\cdot\mathbf d+|\mathbf d_\perp|^2/2r$, where $\mathbf d_\perp$ is the sideways part. The bond energy changes by

$$\phi'\,\mathbf n\cdot\mathbf d+\frac12\phi''(\mathbf n\cdot\mathbf d)^2+\frac12\frac{\phi'}{r}|\mathbf d_\perp|^2 .$$

The linear term cancels in the sum, because the four bond directions at an atom add to zero. The last term is that of a stretched string: tension $\phi'$ resists sideways motion.

Uniform dilation leaves every angle tetrahedral, with $\cos\theta=-\tfrac13$ and $s=0$. Only the first-order change of $\cos\theta$ is then needed. Differentiating $\cos\theta=\mathbf v_1\cdot\mathbf v_2/(l_1l_2)$ for bond vectors $\mathbf v_1,\mathbf v_2$ gives

$$\eta\equiv r\,\delta\cos\theta=\left(\mathbf n_2+\tfrac13\mathbf n_1\right)\cdot\mathbf d_1+\left(\mathbf n_1+\tfrac13\mathbf n_2\right)\cdot\mathbf d_2 .$$

At bond length $r$ the energy of an angle is $\tfrac12\kappa(r_0/r)^{p+2}\eta^2$: the power $p$ comes from the prefactor in $s$, and the 2 from dividing a displacement by $r$ to get an angle. For a mode normalized to $\sum|\mathbf u|^2=1$ over the two atoms of the cell,

$$m\omega^2=\phi''a_L+\frac{\phi'}{r}a_T+\left(\frac{r_0}{r}\right)^{p+2}(\kappa a_B+\kappa'a_C).$$

Here $a_L=\sum|\mathbf n\cdot\mathbf d|^2$ and $a_T=\sum|\mathbf d_\perp|^2$ run over bonds, $a_B=\sum|\eta|^2$ over angles, and $a_C=2\sum\mathrm{Re}\,\eta^*\eta'$ over neighbouring angles in chains. A numerical Hessian of the full nonlinear energy, at $r_0$ and at 1% stretch, tests the matrix behind this expression.

## Three contributions to the Grüneisen parameter

At fixed reduced wavevector the geometric matrices do not depend on $r$. By first-order perturbation theory, the derivative of an eigenvalue is the expectation value of the derivative of the matrix, so the mode's own change of shape does not enter. At $r_0$, where $\phi'=0$, the derivative of $\phi'/r$ with respect to $\ln r$ is $\phi''=k$. Since $\gamma=-\tfrac16\,d\ln\omega^2/d\ln r$,

$$\gamma=\frac{-r_0\phi'''a_L-k\,a_T+(p+2)(\kappa a_B+\kappa'a_C)}{6m\omega^2}.$$

The first term is the familiar one: $\phi'''<0$, so a stretched bond is softer and $\gamma$ is positive. The third is also non-negative when $2\kappa'\le\kappa$. Each angle has two neighbours in its chain and $|ss'|\le\tfrac12(s^2+s'^2)$, so the coupling can lower the energy by at most $\kappa'r_0^2\sum s^2$, which the direct term $\tfrac12\kappa r_0^2\sum s^2$ covers. Only the middle term is negative. Stretching the crystal puts its bonds under tension, and tension stiffens sideways motion.

All modes with sideways motion feel this. It decides the sign only where $ka_T$ outweighs the other two terms of the numerator. That requires small $a_L$, so that the restoring force comes mainly from weak bending while the tension is set by the strong bond stiffness $k$. With the parameters used below, bond stretching supplies at most about a fifth of $m\omega^2$ in the modes with negative $\gamma$, and about 6% on average. Low frequency alone is not enough, as the long waves will show.

## The zone-boundary mode at X

Let $\mathbf e_1$ and $\mathbf e_2$ be unit vectors along $[110]$ and $[1\bar10]$. From an atom of type A, two bonds go up, $\mathbf n=(\pm\sqrt2\,\mathbf e_1+\hat{\mathbf z})/\sqrt3$, and two go down, $\mathbf n=(\pm\sqrt2\,\mathbf e_2-\hat{\mathbf z})/\sqrt3$. At X, on the $z$ axis, consecutive A layers move oppositely. Move an A layer and the B layer above it by $u\mathbf e_1$, the next pair of layers by $-u\mathbf e_1$, and so on.

The upward bonds of A have $\mathbf d=0$. The downward bonds have $\mathbf d=-2u\mathbf e_1$, perpendicular to the bond. So $a_L=0$. The sideways sum is $2\times4u^2=8u^2$, and the normalization is $2u^2=1$, hence $a_T=4$.

An angle between an upward bond 1 and a downward bond 2 changes by $\eta=\mathbf n_1\cdot\mathbf d_2=\mp2\sqrt2\,u/\sqrt3$, whose square is $8u^2/3$. There are four such angles at A; the other two do not change. The B atom contributes equally, so the total is $64u^2/3$ and $a_B=32/3$.

For the chain coupling, follow bond 1 up to the B atom. Its own upward neighbour is displaced by $-2u\mathbf e_1$ relative to it, and its bond back to A is $-\mathbf n_1$. The angle there changes by $+2u\,\mathbf n_1\cdot\mathbf e_1$, opposite to the change at A. At the next A atom everything is reversed relative to the first A, so its angle change equals that at B. The products along the chain alternate in sign and cancel: $a_C=0$. Therefore

$$m\omega^2=\frac{32}{3}\kappa,\qquad \gamma=\frac{-4k+(p+2)\frac{32}{3}\kappa}{6\cdot\frac{32}{3}\kappa}=\frac{p+2}{6}-\frac{k}{16\kappa}.$$

At L the pattern differs but the result is the same. Along $[111]$, only the bond $\mathbf n_0$ parallel to that axis joins oppositely moving atoms, with $\mathbf d=-2u\mathbf e$ and $\mathbf e\perp\mathbf n_0$. One bond gives $a_T=4u^2/2u^2=2$. The three angles containing it change by $-2u\,\mathbf n_j\cdot\mathbf e$. For a tetrahedron $\sum_j(\mathbf n_j\cdot\mathbf e)^2=4/3$, so each atom gives $16u^2/3$ and $a_B=16/3$. The chain products again cancel: the angle change is the same at the far end of $\mathbf n_0$ and opposite at the far end of $\mathbf n_j$. The frequency is lower by a factor of $\sqrt2$, but $a_T/a_B=3/8$ as before, and so is $\gamma$.

Frozen displacements in the full nonlinear energy test both formulas, and their frequencies coincide with the lowest branch of the dynamical matrix.

## Why long waves behave differently

Consider a long wave travelling along $\mathbf e_1$ and polarized along $\mathbf e_2$, with local displacement gradient $g$. A bond has $\mathbf d=rg(\mathbf n\cdot\mathbf e_1)\mathbf e_2$. Only the two upward bonds have a component along $\mathbf e_1$, and they have none along $\mathbf e_2$. No bond stretches, and the sideways sum is $2\cdot\tfrac23r^2g^2=\tfrac43r^2g^2$.

Each of the four up–down angles changes by $\pm\tfrac23rg$. The two atoms together give $8\cdot\tfrac49r^2g^2=\tfrac{32}{9}r^2g^2$. The signs alternate among the four angles so that no net force displaces one sublattice against the other. The ratio $a_T/a_B$ is once more $3/8$.

The coupling is what changes. In a long wave, neighbouring angles in a chain change by the same amount. Each cell holds two angles and two links per chain, so $a_B$ collects $2\eta^2$ and $a_C$ collects $2\cdot2\eta^2$. With $a_C=2a_B$, $\kappa$ is replaced by $\kappa+2\kappa'$:

$$\gamma=\frac{p+2}{6}-\frac{k}{16(\kappa+2\kappa')}.$$

The coupling thus stiffens long waves and leaves the TA modes at X and L alone. This flattens the TA branches towards the zone boundary, and it makes the tension term relatively less important near the zone centre.

## Numbers for a silicon-like crystal

Take round parameters of silicon's rough size: $r_0=4.4$ bohr, $m=28$ u, $k=0.10$, $\kappa=0.003$ and $\kappa'=0.0015$ hartree/bohr², $p=5$, and a Morse exponent of 0.6 per bohr. They give $BV=4(0.10)(4.4)^2/9=0.860$ hartree. The cell volume is $V=16r_0^3/(3\sqrt3)=262$ bohr³, so $B=96.5$ GPa.

For TA(X), $m\omega^2=\tfrac{32}{3}(0.003)=0.032$ hartree/bohr², which is 5.21 THz. The Grüneisen parameter is

$$\gamma=\frac76-\frac{0.10}{0.048}=1.167-2.083=-0.917.$$

TA(L) has the same value at 3.68 THz. For the long shear wave, $\gamma=1.167-0.10/0.096=0.125$. Along the line from the zone centre to X the TA value falls steadily through the sampled points: 0.28 at a tenth of the way, $-0.11$ at half way, and $-0.92$ at the end.

The optical mode at the zone centre shows the opposite case. The two atoms move oppositely, and all four bonds share one $\mathbf d$ with $|\mathbf d|^2=2$. Then $a_L=\tfrac43\cdot2=\tfrac83$ and $a_T=8-\tfrac83=\tfrac{16}3$. Each angle changes by $\tfrac43(\mathbf n_1+\mathbf n_2)\cdot\mathbf d$, which gives $a_B=512/27$, and again $a_C=2a_B$. The bending part of $m\omega^2$ is $0.006\times18.96=0.114$ and the stretching part is $0.267$, together 0.380. For the Morse bond $-r_0\phi'''=3(0.6)(4.4)(0.10)=0.792$, so

$$\gamma=\frac{0.792\cdot2.667-0.533+7\cdot0.114}{6\cdot0.380}\approx1.04.$$

The tension term is present, but bond softening outweighs it.

## Heating the crystal from zero

As $T\to0$ only long acoustic waves are excited. The number of modes at a given low frequency varies as the inverse cube of the sound speed, and with that weight the average $\gamma$ is 0.29. The crystal first expands. With $\kappa'=0$ the average becomes $-0.71$, and the contraction would reach down to 0 K. With these parameters the initial expansion therefore depends on the angle coupling.

Further heating excites TA modes farther from the zone centre, and $\alpha$ turns negative at 27.7 K. The table, in units of $10^{-6}$ per kelvin, separates the two lowest branches, called TA here, from the other four.

| T (K) | TA | others | $\alpha$ |
|---|---|---|---|
| 20 | 0.002 | 0.002 | 0.004 |
| 40 | −0.047 | 0.018 | −0.029 |
| 60 | −0.144 | 0.073 | −0.070 |
| 80 | −0.221 | 0.205 | −0.016 |
| 100 | −0.272 | 0.435 | 0.163 |

From 60 K to 80 K the TA part grows by about half, while the other part nearly triples. The higher modes are being thawed, and they win at 82.5 K. The TA contribution does not turn positive there; at 300 K it is still $-0.38$. The contraction ends because the TA modes are outweighed. Without the two TA branches, $\alpha$ is positive at every temperature tested from 8 K to 600 K.

Low frequency matters as much as negative sign. If all modes had equal heat capacities, as in the classical limit, the mean $\gamma$ of 0.66 would give expansion. The TA modes prevail only while the others are largely frozen.

The contraction is strongest at about 61 K. There the three mechanisms give, in the same units,

$$0.173\ (\text{bond})-1.131\ (\text{tension})+0.888\ (\text{bend})=-0.070.$$

Bond tension is the source of the contraction, and its main opponent is the softening of the bending forces, not that of the bonds.

The length is least at 82.5 K, where $\alpha$ returns to zero. The thermal pressure is then $-0.66$ MPa and does not reach zero until 105 K. Between these temperatures the thermal pressure is negative and yet the crystal expands on heating, which is why the sign of the pressure is the wrong criterion.

Direct minimization of the free energy tests the expansion formula. From 0 to 300 K it gives a strain of $352.5\times10^{-6}$ against $350.3\times10^{-6}$ from the formula, a difference of 0.6% of the formula's value. The formula evaluates the thermal term at $r_0$. Most of the difference, about 0.55 of the 0.64 per cent, comes from the change of that term as the crystal expands, which lowers the effective $BV$; the nonlinearity of the bond energy gives the remaining 0.09.

## How far the explanation reaches

The small total left by large opposing terms is a warning. Raise $p$, so that bending softens faster on stretching, and the contraction weakens. It disappears at $p\approx5.7$, not far above the chosen 5. At that value TA(X) still has $\gamma\approx7.7/6-2.08=-0.80$. For $\gamma$ at X and L to vanish, $p+2$ would have to equal $3k/8\kappa=12.5$, or $p=10.5$. Negative TA parameters are thus necessary for contraction in this model but not sufficient: they must also outweigh the positive modes excited at the same temperature.

The zone averages show how mixed the TA modes are. The lowest branch averages $-0.36$, but the second averages $0.03$, and about 62% of the modes in these two branches have negative $\gamma$. The value $-0.92$ at X and L lies well below both averages.

Diamond structure alone therefore does not guarantee a contraction. That silicon contracts is a fact of observation. The model shows how stiff bonds and weak bending can produce a contraction with both a lower and an upper temperature limit. The angle coupling that flattens the TA branches works against the contraction: it makes $\gamma$ of the long waves positive, which sets the lower limit. The model's window of 28 to 83 K is narrower than silicon's, and its strongest contraction is several times weaker than the measured one, which is roughly half a part per million per kelvin. The model also differs in detail at long wavelengths: its slow $[110]$ shear wave has $\gamma=0.125$, whereas the measured pressure dependence of silicon's elastic constants gives a slightly negative value, about $-0.1$, for that wave, and it is the average over the long waves that is positive. A quantitative account needs the volume dependence of the real interatomic forces, which the single power $p$ only imitates. The neglected zero-point tension matters at the digits shown: adding the zero-point energy to the same bond energies stretches the lattice by 0.18%, moves the window to about 29 to 80 K and weakens the strongest contraction from $-0.070$ to $-0.060$. The model also leaves out free carriers, defects and the direct interaction between vibrations. The numerical output gives the remaining values.

## Numbers as computed

```
bond length r0 = 4.4 bohr; mass = 28.0 u = 51041 m_e
k = 0.1, kb = 0.003, kc = 0.0015 hartree/bohr^2
Morse exponent = 0.6 1/bohr; bend power p = 5.0
cell volume = 262.30 bohr^3; B*V = 0.8604 hartree
bulk modulus = 96.5 GPa
shear modulus (C11-C12)/2 = 46.3 GPa
largest Hessian mismatch = 1.6e-07 hartree/bohr^2
TA(X) frozen: 5.210 THz, gamma = -0.9167
TA(L) frozen: 3.684 THz, gamma = -0.9167
TA(X), TA(L) gamma, closed formula = -0.9167
TA(X) gamma parts bond, tension, bend = 0.000, -2.083, 1.167
long [110] shear wave gamma: numeric 0.1250, closed 0.1250
TA at 0.1 of Gamma-X: 0.963 THz, gamma = 0.279
TA at 0.3 of Gamma-X: 2.744 THz, gamma = 0.158
TA at 0.5 of Gamma-X: 4.114 THz, gamma = -0.107
TA at 0.7 of Gamma-X: 4.906 THz, gamma = -0.505
TA at 1.0 of Gamma-X: 5.210 THz, gamma = -0.917
optical mode at Gamma: 17.96 THz, gamma = 1.040
gamma in the limit T->0 = 0.293; with kc=0: -0.712
zone-mean gamma, branches 1..6 = -0.36, 0.03, 0.92, 1.09, 1.15, 1.15
mean gamma of all modes = 0.663
share of TA modes with gamma<0 = 61.9 %
T (K): alpha, TA part, other part (1e-6/K)
  10:   0.0008   0.0005   0.0002
  20:   0.0039   0.0020   0.0019
  40:  -0.0290  -0.0467   0.0176
  60:  -0.0703  -0.1435   0.0732
  80:  -0.0156  -0.2208   0.2052
 100:   0.1627  -0.2719   0.4346
 120:   0.4436  -0.3052   0.7488
 150:   0.9688  -0.3356   1.3044
 200:   1.8523  -0.3616   2.2139
 300:   3.0907  -0.3814   3.4721
contraction from 27.7 K to 82.5 K
same limits on the coarser mesh: 27.7 K, 82.5 K
strongest contraction at 60.7 K: -0.0704 1e-6/K
its parts bond, tension, bend (1e-6/K) = 0.173, -1.131, 0.888
thermal pressure at 82.5 K = -0.661 MPa
thermal pressure returns to zero at 105.1 K
strain 0 to 100 K: minimized -0.998, formula -0.997 (1e-6)
strain 0 to 300 K: minimized 352.515, formula 350.266 (1e-6)
alpha at 80 K: minimized -0.0155, formula -0.0157 1e-6/K
critical bend power p = 5.68, reached at 48 K
minimized alpha at critical p = 0.0000 1e-6/K
```
